\section*{Thermal Healing Length of a Metal Line on a Dielectric Film}

A current-carrying metal line on an insulating film warms up, while the contacts at its ends may stay close to the temperature of the chip below. Far from a contact the line settles at a temperature set by the film beneath it. Near a contact it is cooler, because heat also runs along the metal to the end. The question is how far the cooling by the contact reaches. The answer decides whether a line of given length is cooled mainly through its ends or through the dielectric, and where its temperature gradients lie.

Let the line have thickness $h$, width $w$ and thermal conductivity $\kappa_m$. The dielectric under it has thickness $d$ and conductivity $\kappa_d$, and its lower face is held at the temperature $T_0$. The coordinate $x$ runs along the line, and $\theta(x)=T(x)-T_0$ is the temperature rise of the metal. The state is steady, the top and sides of the line lose no heat, the contact between metal and dielectric is perfect, and the material properties are constant. Three further assumptions make the problem one-dimensional: $\theta$ is uniform over the metal cross-section, heat in the dielectric flows straight down, and conduction along $x$ inside the dielectric is negligible. The second needs $w\gg d$, and the third needs temperature changes along $x$ to be slow on the scale of $d$.

No heat is generated in the dielectric, so the downward heat flux is the same at every depth. By Fourier's law the temperature is then linear in depth, falling from $T_0+\theta$ to $T_0$ over the distance $d$. The flux is $\kappa_d\theta/d$, and the loss per unit length of line is
\begin{equation}
P_{\rm loss}=\frac{\kappa_d w}{d}\,\theta .
\label{loss}
\end{equation}

Now consider a slice of metal between $x$ and $x+dx$. The heat current along the line, counted positive towards $+x$, is $I(x)=-\kappa_m h w\,\theta'(x)$. The slice receives $I(x)$ and passes on $I(x+dx)$, so its net gain by conduction is
\begin{equation}
I(x)-I(x+dx)=-I'(x)\,dx=\kappa_m h w\,\theta''\,dx .
\end{equation}
Joule heating adds $q\,hw\,dx$, where $q=\rho j^2$ for resistivity $\rho$ and current density $j$. In the steady state the gains equal the loss:
\begin{equation}
\kappa_m h w\,\theta''+q h w-\frac{\kappa_d w}{d}\,\theta=0 .
\label{balance}
\end{equation}
Each term is proportional to $w$, because conduction, heating and straight downward loss all scale with the width. Division by $\kappa_m h w$ gives
\begin{equation}
\theta''-\frac{\theta}{\lambda^2}+\frac{q}{\kappa_m}=0,
\qquad
\lambda=\sqrt{\frac{\kappa_m h d}{\kappa_d}} .
\label{fin}
\end{equation}
Without heating, the solutions are $e^{x/\lambda}$ and $e^{-x/\lambda}$. On a long line the growing one is excluded, and a disturbance at one place dies out as $e^{-x/\lambda}$. This is the sense in which $\lambda$ is a healing length.

The same length follows from comparing two thermal resistances. A piece of line of length $\ell$ has resistance $\ell/(\kappa_m h w)$ along the metal and $d/(\kappa_d w\ell)$ down through the film. They are equal when $\ell^2=\kappa_m h d/\kappa_d$. On shorter pieces heat passes more easily along the metal; on longer ones it passes more easily downwards.

Far from any end $\theta''=0$, and \eqref{fin} gives the plateau
\begin{equation}
\theta_\infty=\frac{q\lambda^2}{\kappa_m}=\frac{q h d}{\kappa_d} .
\label{plateau}
\end{equation}
The metal conductivity has dropped out, since no heat flows along a line of uniform temperature. It affects how the plateau is approached, but not its height.

For a line of length $L$ whose ends are held at $T_0$, put $x=0$ in the middle. The general solution of \eqref{fin} is $\theta_\infty+A\cosh(x/\lambda)+B\sinh(x/\lambda)$. Symmetry about the middle requires $B=0$, and $\theta(\pm L/2)=0$ requires $A=-\theta_\infty/\cosh s$, so that
\begin{equation}
\theta(x)=\theta_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh s}\right],
\qquad s=\frac{L}{2\lambda} .
\label{profile}
\end{equation}
The mean rise follows from $\int_{-L/2}^{L/2}\cosh(x/\lambda)\,dx=2\lambda\sinh s$ and $2\lambda/L=1/s$:
\begin{equation}
\bar\theta=\theta_\infty\left(1-\frac{\tanh s}{s}\right).
\label{mean}
\end{equation}
The gradient has its largest magnitude at the ends, where
\begin{equation}
|\theta'(\pm L/2)|=\frac{\theta_\infty}{\lambda}\tanh s .
\label{gradient}
\end{equation}
The two ends together carry away $2\kappa_m h w\,\theta_\infty\tanh s/\lambda$, while the line generates $q h w L$. With $\kappa_m\theta_\infty=q\lambda^2$, the fraction leaving through the ends is
\begin{equation}
f_{\rm end}=\frac{2\lambda\tanh s}{L}=\frac{\tanh s}{s} .
\label{fraction}
\end{equation}
The remainder, $1-\tanh s/s$, goes down through the film, in agreement with \eqref{mean}, because the downward loss is proportional to the mean rise.

Two limits show what $\lambda$ separates. For $L\gg\lambda$, write $\xi$ for the distance from one end, so that $|x|=L/2-\xi$. The ratio of hyperbolic cosines in \eqref{profile} tends to $e^{-\xi/\lambda}$, and
\begin{equation}
\theta=\theta_\infty\left(1-e^{-\xi/\lambda}\right).
\end{equation}
The line reaches 63\% of its plateau at a distance $\lambda$ from the end and 95\% at $3\lambda$. For $L\ll\lambda$, the expansion $1-1/\cosh s\simeq s^2/2$ gives the middle rise
\begin{equation}
\theta(0)\simeq\theta_\infty\frac{L^2}{8\lambda^2}=\frac{qL^2}{8\kappa_m} .
\label{short}
\end{equation}
Here $\kappa_d$ has disappeared: to leading order a short line is cooled through its ends, and a better dielectric conductor beneath it would not help.

As an example take a wide thin-film line of bcc tungsten on a low-k dielectric, with rough typical values: $h=0.20$, $w=5.0$ and $d=0.50\ \mu$m, $\kappa_d=0.30$ W/(m\,K), $T_0=378$ K, $\rho=10\ \mu\Omega\,$cm and $j=2.0$ MA/cm$^2$. The conductivity of the metal is estimated from its resistivity by the Wiedemann--Franz law, which counts the heat carried by electrons:
\begin{equation}
\kappa_m=\frac{L_0T_0}{\rho}
=\frac{(2.443\times10^{-8})(378)}{1.0\times10^{-7}}
=92.3\ \frac{\rm W}{\rm m\,K},
\end{equation}
where $L_0=\pi^2k_B^2/(3e^2)$ is the Lorenz number in W$\,\Omega$/K$^2$. Then
\begin{equation}
\lambda=\sqrt{\frac{92.3\times0.20\times0.50}{0.30}}\ \mu{\rm m}=5.55\ \mu{\rm m} .
\end{equation}
The heating is $q=(1.0\times10^{-7})(2.0\times10^{10})^2=4.0\times10^{13}$ W/m$^3$, and
\begin{equation}
\theta_\infty=\frac{(4.0\times10^{13})(0.20\times10^{-6})(0.50\times10^{-6})}{0.30}
=13.3\ {\rm K}.
\end{equation}

A line with $L=40\ \mu$m has $s=3.605$. Its middle rises by 12.6 K, close to the plateau, its mean rise is 9.6 K, and 27.7\% of the heat leaves through the ends. A line with $L=10\ \mu$m has $s=0.901$. At the same current density its middle rises by only 4.0 K, and 79.5\% of the heat leaves through the ends. The short-line estimate \eqref{short} would give 5.4 K here; it is too high because a fifth of the heat still goes down, and since this loss is largest in the warm middle, the middle rise is lowered by a quarter.

These values were tested against a numerical solution of the heat equation in $x$ and $z$, in which neither vertical flow in the dielectric nor uniform temperature through the metal thickness was imposed. The metal end faces were held at $T_0$ and the dielectric end faces were insulated. The middle rises agreed with \eqref{profile} and the mean rises with \eqref{mean} to within 1\%; for the short line, the middle rise was 4.03 K against 4.04 K from the formula. The end fractions came out as 27.7\% and 79.6\%.

The reason for this agreement can be found by solving the source-free problem in both layers without the one-dimensional assumptions in the $xz$ plane. Let $z$ be measured upwards from the sink, and look for a temperature rise that decays as $e^{-x/\Lambda}$. Laplace's equation then requires the $z$ dependence to be a sine or cosine of $z/\Lambda$. The rise vanishes at $z=0$, and no heat crosses the top of the metal at $z=d+h$, so
\begin{align}
\theta_d&=A\,e^{-x/\Lambda}\sin(z/\Lambda), & 0&<z<d,\\
\theta_m&=B\,e^{-x/\Lambda}\cos[(d+h-z)/\Lambda], & d&<z<d+h .
\end{align}
At $z=d$ the temperature and the vertical flux are continuous:
\begin{align}
A\sin(d/\Lambda)&=B\cos(h/\Lambda),\\
\kappa_dA\cos(d/\Lambda)&=\kappa_mB\sin(h/\Lambda).
\end{align}
Dividing the second by the first gives
\begin{equation}
\kappa_d\cot\frac{d}{\Lambda}=\kappa_m\tan\frac{h}{\Lambda} .
\label{matching}
\end{equation}
The largest root $\Lambda$ is the slowest decay length. When it is much larger than $d$ and $h$, use $\cot a\simeq(1-a^2/3)/a$ and $\tan b\simeq b(1+b^2/3)$:
\begin{equation}
\frac{\kappa_d\Lambda}{d}\left(1-\frac{d^2}{3\Lambda^2}\right)
\simeq\frac{\kappa_m h}{\Lambda}\left(1+\frac{h^2}{3\Lambda^2}\right).
\end{equation}
Multiplication by $\Lambda d/\kappa_d$ turns the left side into $\Lambda^2-d^2/3$ and the prefactor on the right into $\lambda^2$. In the small correction on the right, $\lambda^2/\Lambda^2$ may be replaced by one, so
\begin{equation}
\Lambda^2\simeq\lambda^2+\frac{d^2+h^2}{3} .
\label{correction}
\end{equation}

The $h^2$ term has a simple origin. Heat that is supplied evenly through the metal thickness and leaves at the lower face with flux $F$ gives a flux $F(1-u/h)$ at height $u$ above that face. The metal there is warmer than the face by $(F/\kappa_m)(u-u^2/2h)$, whose average over the thickness is $Fh/(3\kappa_m)$. The metal thus adds $h/(3\kappa_m)$ to the vertical resistance $d/\kappa_d$ of a unit area, and multiplication by $\kappa_m h$ gives $\lambda^2+h^2/3$. The $d^2$ term comes from heat carried along $x$ in the dielectric, which lengthens the decay.

In the example $d/\lambda=0.090$ and $h/\lambda=0.036$. A numerical solution for the decay length gives $\Lambda=5.557\ \mu$m against $\lambda=5.548\ \mu$m, a difference of 0.2\%. The difference of the squares is $0.0967\ \mu{\rm m}^2$, and so is $(d^2+h^2)/3$. The simple formula does fail when the metal conducts poorly. With the same thicknesses and the same dielectric but $\kappa_m=1.0$ W/(m\,K), it gives $0.577\ \mu$m, while the two-layer solution gives $0.656\ \mu$m. The healing length is then comparable with $d$, and heat flow along the dielectric is no longer negligible.

A larger error in the example comes from the third dimension, because heat spreads sideways in the dielectric. Suppose the metal is isothermal across its width and the changes along $x$ are slow. The loss per unit length can then be written $\kappa_dG\theta$, where the number $G$ depends on the shape of the cross-section. Straight flow has $G=w/d$. Replacing the loss term in \eqref{balance} by $\kappa_dG\theta$ gives
\begin{equation}
\lambda_G=\sqrt{\frac{\kappa_m h w}{\kappa_dG}}=\lambda\sqrt{\frac{w/d}{G}},
\qquad
\theta_{\infty,G}=\theta_\infty\,\frac{w/d}{G} .
\label{spreading}
\end{equation}
The width no longer cancels unless $G$ is proportional to it.

For the example $w/d=10$. A numerical solution of the cross-section, with the line bare on top of the film, gives $G=10.88$; the stripline formula for a thin strip, used as a check, gives the same figure. The healing length becomes $5.32\ \mu$m, 4\% below the simple value. If the line is buried, with $1.0\ \mu$m of the same dielectric above it and an insulated upper surface, heat also leaves through its top and sides and flows round to the sink. Then $G=12.49$, the healing length is $4.96\ \mu$m and the plateau is 10.7 K. Relative to straight flow, the length falls by 11\% and the plateau by 20\%; the length changes less because it depends on the square root of $G$. These lengths neglect heat flow along the dielectric. For the buried line, whose cover also conducts along $x$, including it raises the decay length to about $5.02\ \mu$m, so that the fall is nearer 9.5\%. The extra loss near the edges makes them slightly cooler than the centre. If all of the extra heat had to travel half the width inside the metal, the drop would be 5.1\% of the rise, which is an upper estimate of the error in calling the line isothermal across its width.

Heating also raises the resistivity, and so the heating itself. Let $\rho=\rho_0(1+\alpha\theta)$ at fixed current density, with $q_0=\rho_0j^2$, and let $\theta_\infty=q_0hd/\kappa_d$ keep its meaning without feedback. Since $q_0/\kappa_m=\theta_\infty/\lambda^2$, equation \eqref{fin} becomes
\begin{equation}
\theta''-\frac{1-\alpha\theta_\infty}{\lambda^2}\,\theta+\frac{\theta_\infty}{\lambda^2}=0 .
\label{feedback}
\end{equation}
For $\alpha\theta_\infty<1$ it has the same form as before, with
\begin{equation}
\lambda_f=\frac{\lambda}{\sqrt{1-\alpha\theta_\infty}},
\qquad
\theta_{\infty,f}=\frac{\theta_\infty}{1-\alpha\theta_\infty} .
\end{equation}
A warmer spot produces more heat, which offsets part of its extra loss, so disturbances reach further. With an assumed $\alpha=0.0030$ K$^{-1}$ the example has $\alpha\theta_\infty=0.040$; the length rises to $5.66\ \mu$m and the plateau to 13.9 K. To test the formulas where feedback is strong, the current was raised until $\alpha\theta_\infty=0.50$, with all other properties held fixed. For the $40\ \mu$m line the formula gives a middle rise of 281.5 K and the two-dimensional solution 281.6 K, whereas neglecting feedback would give 157.6 K. Such a rise lies outside the range where constant $\kappa_m$ and $\alpha$ can be trusted for a real film; the comparison tests the mathematics.

For $\alpha\theta_\infty>1$ the coefficient of $\theta$ in \eqref{feedback} changes sign. With $k=\sqrt{\alpha\theta_\infty-1}/\lambda$, the solution that vanishes at both ends is
\begin{equation}
\theta=\frac{\theta_\infty}{\alpha\theta_\infty-1}
\left[\frac{\cos kx}{\cos(kL/2)}-1\right].
\end{equation}
It is positive and finite for $kL<\pi$ and diverges as $kL\to\pi$. Within this linear model, a short enough line can still have a steady state because its ends remove the heat, but a long line has no steady plateau.

The remaining neglected effects can be sized in the same example. Tungsten also carries heat by lattice vibrations, which the Wiedemann--Franz estimate omits. An assumed lattice part of 30 W/(m\,K) raises $\lambda$ to $6.39\ \mu$m, or by 15\%, and leaves the plateau unchanged. For the wide line at the current of the example, this is the largest single correction to the length considered here, as long as the lattice part exceeds roughly 20 W/(m\,K). It acts against spreading: for the buried line the two together give $6.39\times4.96/5.55=5.7\ \mu$m, if the lengthening by heat flow along the dielectric is neglected, and about $5.8\ \mu$m if it is included. The electronic conductivity itself, proportional to $T/\rho$, changes by only $-0.45$\% between $T_0$ and the plateau, since $T$ and $\rho$ rise by similar fractions; the sign depends on the assumed $\alpha$, and $\alpha=0.0024$ K$^{-1}$ would give $+0.3$\%. A contact resistance of $10^{-8}$ m$^2$K/W adds to $d/\kappa_d$ and lengthens $\lambda$ by 0.3\%. If all the heat of the $40\ \mu$m line entered a thick substrate of conductivity 120 W/(m\,K) evenly through the area under the line, the substrate surface below its middle would warm by 0.40 K, which is 3\% of the plateau. With surroundings at $T_0$, the net radiation from a black upper surface, about $4\sigma T_0^3\theta$ per unit area with $\sigma$ the Stefan--Boltzmann constant, would be about $2\times10^{-5}$ of the downward loss.

The example represents a wide line, such as a power line or a test structure. Signal wires in dense circuits are far narrower, often well below a micrometre, and there the assumption $w\gg d$ breaks down. For a buried line with $w=0.50\ \mu$m and everything else unchanged, straight flow would have $G=1$, but the numerical solution gives $G=3.33$. The healing length is then $3.04\ \mu$m, 45\% below the simple formula, and by \eqref{spreading} the plateau falls from 13.3 to 4.0 K. These values neglect heat flow along the dielectric, which lengthens the decay by about 2\%, to $3.09\ \mu$m, and they hold for an isolated line. Neighbouring lines that are also heated warm the dielectric between them and reduce the sideways loss. Real contacts are not perfect sinks either: an end that itself warms up has a smaller temperature step to heal, although in this linear model the decay length along the line stays the same. A resistive via can even run hotter than the plateau, and the gradient near that end then reverses.

The healing length matters for electromigration because the mobility of atoms in a metal rises with temperature. Let the atomic flux along the line be $J=cMF$, with concentration $c$, mobility $M(T)$ and driving force $F$. If $c$ and $F$ are uniform, conservation of atoms gives
\begin{equation}
\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}
=-cF\,\frac{dM}{dT}\,\theta'(x) .
\end{equation}
Where atoms drift towards hotter metal, more leave a slice than enter it and material is depleted; where they drift towards cooler metal, it accumulates. In the long line the gradient is largest at the ends, where it is 2.40 K/$\mu$m, and it decays over the distance $\lambda$. At the same current density the $10\ \mu$m line has an end gradient of 1.72 K/$\mu$m. The flux divergence also contains $dM/dT$, which itself grows with temperature. For a thermally activated mobility with activation energy $E_a$ and a small temperature rise, $M\propto e^{-E_a/k_BT}$ gives $dM/dT\propto T^{-2}e^{-E_a/k_BT}$, which grows roughly as $e^{a\theta}$ with $a=E_a/(k_BT_0^2)-2/T_0$. In a long line the divergence is then largest at the ends if $a\theta_\infty<1$, and otherwise at a distance of about $\lambda\ln(a\theta_\infty)$ from them. For the temperatures of the example the change occurs at $E_a$ of about 1 eV. Tungsten itself resists electromigration strongly, so the example illustrates the thermal profile and not a likely failure. The argument concerns only the flux divergence caused by temperature. It leaves out mechanical stress and the blocking of atoms at a contact, and gives no lifetime.

The choice of dielectric enters both the height and the reach of the temperature profile. For a long line with straight downward flow, \eqref{plateau} and \eqref{gradient} give the end gradient
\begin{equation}
\frac{\theta_\infty}{\lambda}=q\sqrt{\frac{hd}{\kappa_m\kappa_d}} .
\end{equation}
If $\kappa_d$ is halved while the geometry, the metal and the heating per volume are held fixed, the plateau doubles, and the healing length and the end gradient each grow by a factor $\sqrt2$. A line much shorter than $\lambda$ hardly responds to the change, because its heat leaves through the ends. The program prints the main numerical values of the examples.

\section*{Table of computed values}
\begin{verbatim}
line thickness h = 0.20 um
line width w = 5.00 um
dielectric thickness d = 0.50 um
dielectric conductivity = 0.30 W/m/K
sink temperature T0 = 378 K
resistivity at T0 = 10.0 uohm cm
current density = 2.0 MA/cm2
Lorenz number = 2.443e-08 W ohm/K2
metal conductivity (electronic) = 92.3 W/m/K
Joule heat per volume = 4.00e+13 W/m3
healing length lambda = 5.55 um
plateau rise theta_inf = 13.33 K
recovery at 1 lambda from end = 63.2 %
recovery at 3 lambda from end = 95.0 %
ratios d/lambda, h/lambda = 0.0901, 0.0360
full two-layer decay length = 5.5568 um
simple lambda, same digits = 5.5481 um
Lambda^2-lambda^2 numeric = 0.0967 um2
(d^2+h^2)/3 = 0.0967 um2
weak-contrast test: metal conductivity = 1.0 W/m/K
weak contrast: simple, full = 0.577, 0.656 um
long line: L = 40 um, s = L/(2 lambda) = 3.605
long middle rise: formula, 2D = 12.61, 12.61 K
long mean rise: formula, 2D = 9.64, 9.64 K
long end heat: formula, 2D = 27.7, 27.7 %
long end gradient = 2.40 K/um
short line: L = 10 um, s = L/(2 lambda) = 0.901
short middle rise: formula, 2D = 4.04, 4.03 K
short mean rise: formula, 2D = 2.73, 2.72 K
short end heat: formula, 2D = 79.5, 79.6 %
short end gradient = 1.72 K/um
alpha = 0.0030 1/K, alpha*theta_inf = 0.0400
lambda with feedback = 5.66 um
plateau with feedback = 13.89 K
strong feedback test: alpha*theta_inf = 0.50
strong middle rise: formula, 2D = 281.5, 281.6 K
strong middle rise without feedback = 157.6 K
straight-flow G = w/d = 10.000
G bare: numeric, stripline = 10.882, 10.883
G buried under 1.0 um dielectric = 12.492
lambda with spreading: bare = 5.32 um
lambda with spreading: buried = 4.96 um
plateau with spreading, buried = 10.67 K
narrow buried line: w = 0.50 um, G = 3.334
narrow buried line: lambda = 3.04 um
lattice conductivity assumed = 30 W/m/K
lambda with lattice part = 6.39 um
change of metal conductivity at plateau = -0.45 %
contact resistance assumed = 1.0e-08 m2K/W
change of lambda by contact = 0.30 %
substrate conductivity assumed = 120 W/m/K
substrate rise below long line, at most = 0.40 K
radiation / downward loss = 2.0e-05
drop across half width / rise, at most = 5.1 %
\end{verbatim}
